\section*{WKB tunnelling through a uniformly doped Schottky barrier at the band edge}

\section{The choice to be made}

A calculation of the current through a metal contact on a heavily doped semiconductor needs a tunnelling probability. Two decisions come first: which energy enters the exponent, and whether the exponential may stand for the whole transmission. For the silicon contact worked out below, using the barrier height in place of the band bending changes the exponential from $1.27\times10^{-4}$ to $1.51\times10^{-4}$. The second decision matters most as the energy approaches the band edge, where the transmission goes to zero although the exponential does not. Both numbers refer to the band edge; at 300 K most of the current flows at higher energies, where the transmission is larger.

The semiconductor is n-type and occupies $x>0$; the metal occupies $x<0$. Energies are measured from the conduction-band edge in the undepleted bulk, and $e>0$ is the elementary charge. The algebra is in Gaussian units, with $\varepsilon$ the relative permittivity. Tunnelling is coherent and elastic, in one valley with parabolic mass $m$ along the contact normal.

\section{A flat barrier, then a slowly varying one}

Take first a barrier of constant height $\phi$ and length $L$. At energy zero the Schr\"odinger equation is
\begin{equation}
\psi''=\kappa_0^2\psi,\qquad \kappa_0=\frac{\sqrt{2m\phi}}{\hbar}.
\end{equation}
The decaying amplitude is $e^{-\kappa_0x}$, so the intensity falls by $e^{-2\kappa_0L}$.

For a height $v(x)$, put $\kappa(x)=\sqrt{2mv(x)}/\hbar$ and $\psi=\exp\int p\,dx$. Then $\psi''=(p'+p^2)\psi$, and
\begin{equation}
p'+p^2=\kappa^2 .
\end{equation}
If $\kappa$ varies slowly, $p=-\kappa$ to leading order. Writing $p=-\kappa+p_1$ and keeping first-order terms gives $-\kappa'-2\kappa p_1=0$, so $p_1=-\kappa'/(2\kappa)$. Its integral supplies an amplitude factor $\kappa^{-1/2}$. The WKB exponential comes from the leading term:
\begin{equation}
\text{intensity factor}=e^{-S},\qquad S=2\int\kappa\,dx .
\end{equation}
For constant $\kappa$ this returns $2\kappa_0L$. The approximation requires $|p_1|\ll\kappa$, that is, $|\kappa'|\ll2\kappa^2$.

\section{The depletion barrier}

Let the ionized donor density $N$ be uniform, and let the layer $0<x<W$ contain no mobile electrons. The electrostatic potential $\Phi$ obeys $\Phi''=-4\pi eN/\varepsilon$. An electron has energy $v=-e\Phi$, so
\begin{equation}
v''=\frac{4\pi e^2N}{\varepsilon},\qquad v(W)=v'(W)=0 .
\end{equation}
The boundary conditions join the layer to the neutral, field-free bulk. Two integrations give
\begin{equation}
v=\frac{2\pi e^2N}{\varepsilon}(W-x)^2,\qquad
\phi\equiv v(0)=\frac{2\pi e^2NW^2}{\varepsilon}.
\label{parabola}
\end{equation}
Thus $\phi$ is the total band bending. If the barrier height $\phi_b$ is measured from the metal Fermi level, then at zero bias
\begin{equation}
\phi=\phi_b+(E_F-E_c)_{\rm bulk}.
\end{equation}

Since $v=\phi(1-x/W)^2$, the decay constant is linear, $\kappa=\kappa_0(1-x/W)$, and its mean is $\kappa_0/2$. Hence
\begin{equation}
S=2\kappa_0\int_0^W\left(1-\frac{x}{W}\right)dx=\kappa_0W .
\end{equation}
Now eliminate $W=\sqrt{\phi\varepsilon/(2\pi e^2N)}$:
\begin{equation}
S=\frac{\sqrt{2m\phi}}{\hbar}\sqrt{\frac{\phi\varepsilon}{2\pi e^2N}}
=\frac{\phi}{\hbar}\sqrt{\frac{m\varepsilon}{\pi e^2N}} .
\end{equation}
The WKB factor at the bulk band edge is therefore
\begin{equation}
e^{-S}=e^{-\phi/E_{00}},\qquad
E_{00}=\hbar e\sqrt{\frac{\pi N}{m\varepsilon}} .
\label{main}
\end{equation}
In SI units $e^2$ becomes $e^2/(4\pi\epsilon_0)$. With $\varepsilon_s=\epsilon_0\varepsilon$ this gives $E_{00}=(e\hbar/2)\sqrt{N/(m\varepsilon_s)}$.

The exponent is linear in $\phi$ because $\kappa_0$ and $W$ each grow as $\sqrt\phi$. At fixed $\phi$, more doping shortens the barrier, and $S\propto N^{-1/2}$. For $N\to\infty$, still at fixed $\phi$, the formula tends to one (in a given contact the rising bulk Fermi energy also raises $\phi$), but there it has left its range: $\kappa'/\kappa^2$ has magnitude $1/[S(1-x/W)^2]$, so WKB needs $S\gg1$. Even then it fails close to $W$, where $\kappa$ vanishes.

The parabola gives $E_{00}$ a direct meaning. Write $v=m\omega^2(W-x)^2/2$. Comparison with (\ref{parabola}) gives
\begin{equation}
\omega^2=\frac{4\pi e^2N}{m\varepsilon},\qquad
E_{00}=\frac{\hbar\omega}{2}.
\end{equation}
So $E_{00}$ is the zero-point energy of the full parabola of which the barrier is one half.

\section{Energies above the edge}

For $0<E<\phi$ the turning point moves towards the metal. Put $t=(W-x)/W$ and $\eta=E/\phi$. Then
\begin{align}
S(E)&=2\kappa_0W\int_{\sqrt\eta}^{1}\sqrt{t^2-\eta}\,dt\nonumber\\
&=\kappa_0W\left[t\sqrt{t^2-\eta}
-\eta\ln\!\left(t+\sqrt{t^2-\eta}\right)\right]_{\sqrt\eta}^{1}.
\end{align}
The lower limit contributes $+\eta\ln\sqrt\eta$. The logarithms combine to $\ln[(1+\sqrt{1-\eta})/\sqrt\eta]=\operatorname{arccosh}(1/\sqrt\eta)$, and with $\kappa_0W=\phi/E_{00}$,
\begin{equation}
S(E)=\frac{1}{E_{00}}\left[\sqrt{\phi(\phi-E)}
-E\,\operatorname{arccosh}\sqrt{\frac{\phi}{E}}\,\right].
\label{above}
\end{equation}

At $E\to0$ this returns $\phi/E_{00}$. The opposite limit checks the shape near the top. Set $E=\phi/\cosh^2\theta$, so that
\begin{equation}
S=\frac{\phi}{E_{00}}\left(\tanh\theta-\frac{\theta}{\cosh^2\theta}\right)
\simeq\frac{2\phi}{3E_{00}}\theta^3
\simeq\frac{2\phi}{3E_{00}}\left(\frac{\phi-E}{\phi}\right)^{3/2}.
\end{equation}
A triangular barrier of height $\delta=\phi-E$ and slope $F=2\phi/W$ has
\begin{equation}
S=\frac{2\sqrt{2m}}{\hbar}\int_0^{\delta/F}\!\!\sqrt{\delta-Fx}\,dx
=\frac{4\sqrt{2m}\,\delta^{3/2}}{3\hbar F}
=\frac{2\kappa_0W}{3}\left(\frac{\delta}{\phi}\right)^{3/2},
\end{equation}
which agrees. Used down to the band edge, however, the triangle would give $2/3$ of the correct exponent.

Differentiating (\ref{above}), the terms from the square root and from the argument of the arccosh cancel, leaving
\begin{equation}
\frac{dS}{dE}=-\frac{1}{E_{00}}\operatorname{arccosh}\sqrt{\frac{\phi}{E}} .
\end{equation}
This diverges logarithmically at the edge, but the change in $S$ itself stays small there: for the silicon contact below, $S$ falls by 0.06 at 1 meV and by 1.05 at $kT$. Nor does it give the slope of the transmission at the edge: WKB fails near $W$ at energies well below $E_{00}$, and the factor $\sqrt E$ found in the next section makes $d\ln T/dE$ grow as $1/(2E)$, which is faster.

\section{What multiplies the exponential at threshold}

The double turning point at $W$ calls for the wave equation itself. Let
\begin{equation}
\ell^2=\frac{\hbar}{m\omega},\quad u=\frac{W-x}{\ell},\quad
\lambda=\frac{E}{E_{00}},\qquad
\frac{d^2\psi}{du^2}=(u^2-\lambda)\psi .
\end{equation}
In these variables $\kappa_0\ell=W/\ell\equiv y$ and $y^2=\phi/E_{00}$. The bulk wavenumber $k$ satisfies $K\equiv k\ell=\sqrt\lambda$.

For $E\ll E_{00}$, set $\lambda=0$ inside the barrier. This also needs $\lambda\ln y\ll1$, because the energy shift accumulates logarithmically. With $\psi=\sqrt u\,f(z)$ and $z=u^2/2$,
\begin{equation}
\psi''=-\tfrac14u^{-3/2}f+2u^{1/2}f_z+u^{5/2}f_{zz}=u^{5/2}f .
\end{equation}
Multiplication by $u^{3/2}/4$ gives
\begin{equation}
z^2f_{zz}+zf_z-\left(z^2+\tfrac1{16}\right)f=0,
\end{equation}
the modified Bessel equation of order $1/4$. Since $K_{1/4}(z)\simeq\sqrt{\pi/(2z)}\,e^{-z}$ at large $z$, the decaying solution
\begin{equation}
d(u)=\pi^{-1/2}\sqrt u\,K_{1/4}(u^2/2)
\end{equation}
tends to $u^{-1/2}e^{-u^2/2}$. Near $u=0$ use $K_{1/4}=(\pi/\sqrt2)(I_{-1/4}-I_{1/4})$ and $I_\nu(z)\simeq(z/2)^\nu/\Gamma(1+\nu)$. The first term gives a constant, the second the slope:
\begin{equation}
d(0)=\frac{\sqrt\pi}{\Gamma(3/4)},\qquad
d'(0)=-\frac{\sqrt\pi}{2\Gamma(5/4)}=-\frac{2\sqrt\pi}{\Gamma(1/4)} .
\end{equation}

A wave of unit amplitude arrives from the bulk and is reflected with amplitude $r$. For an opaque barrier the growing solution has negligible weight at $u=0$, so $\psi=Cd$ there. Continuity of $\psi$ and $d\psi/du$ gives
\begin{equation}
1+r=Cd(0),\qquad iK(1-r)=Cd'(0).
\end{equation}
Multiply the first by $iK$ and add: $2iK=C[d'(0)+iKd(0)]$. For $K\ll1$,
\begin{equation}
|C|^2=\frac{4K^2}{d'(0)^2}=\frac{\Gamma(1/4)^2}{\pi}K^2 .
\end{equation}

At the metal the growing solution $g\simeq u^{-1/2}e^{u^2/2}$ is needed as well. Let the metal have mass $m_M$, wavenumber $k_M$ and transmitted wave $\tau e^{-ik_Mx}$. Continuity of $\psi$ and of $\psi'/\text{mass}$ gives
\begin{equation}
Cd+\beta g=\tau,\qquad Cd'+\beta g'=iQ\tau,\qquad
Q=q\ell,\quad q=\frac{m}{m_M}k_M ,
\end{equation}
at $u=y$. Eliminate $\beta$ with the constant Wronskian $dg'-d'g=2$:
\begin{equation}
\tau=\frac{2C}{g'-iQg},\qquad
|\tau|^2=\frac{4|C|^2}{g'^2+Q^2g^2}
\simeq\frac{4|C|^2\,y\,e^{-y^2}}{y^2+Q^2}.
\label{tau}
\end{equation}
The transmission is the flux ratio $T=(Q/K)|\tau|^2$. With $Q/y=q/\kappa_0$,
\begin{equation}
T\simeq\frac{4\Gamma(1/4)^2}{\pi}\sqrt{\frac{E}{E_{00}}}\;
\frac{q\kappa_0}{q^2+\kappa_0^2}\;e^{-\phi/E_{00}} .
\label{threshold}
\end{equation}
The numerical constant is $16.74$. The exponential is that of (\ref{main}), while $\sqrt E$ expresses the vanishing incident velocity.

The leading correction in $1/y^2$ can be traced too. Trying $g=u^{-1/2}e^{u^2/2}(1+a/u^2)$ in $g''=u^2g$ gives $3/4-4a=0$, so $a=3/16$. Hence $g^2\simeq(e^{y^2}/y)(1+3/(8y^2))$ and $(g'/g)^2\simeq y^2-1$. Equation (\ref{tau}) then multiplies $T$ by
\begin{equation}
1+\frac{1}{y^2+Q^2}-\frac{3}{8y^2}.
\label{correction}
\end{equation}

Direct integration of the Schr\"odinger equation tests this. Take $E=10^{-6}E_{00}$ and the silicon and metal parameters of the next section, and vary $\phi$ alone. For a metal band bottom at depth $D$, $Q^2\simeq(m/m_M)D/E_{00}=0.19\times5.0/0.06821=13.9$. At $\phi/E_{00}=10$, 20, 40 and 80, equation (\ref{correction}) gives 1.004, 1.011, 1.009 and 1.006. The numerical transmission divided by (\ref{threshold}) is 1.003, 1.011, 1.009 and 1.006. The rise and fall come from the competition of the two correction terms. Quadrupling $E$ at $\phi/E_{00}=20$ doubles $T$, as the square root requires.

\section{A contact on n-type silicon}

Consider a metal on (100) silicon at 300 K and zero bias, with rough typical values $\varepsilon=11.7$, $\phi_b=0.60$ eV and $m=0.19\,m_0$ for the four light valleys. The doping is $N=3\times10^{19}$ cm$^{-3}$, fully ionized. The metal is modelled by free electrons, $m_M=m_0$, with the band bottom 5.0 eV below the silicon bulk edge.

Fermi--Dirac statistics with an effective density of states of $2.74\times10^{19}$ cm$^{-3}$ puts the Fermi level 0.012 eV above the bulk edge. Thus $\phi=0.600+0.012=0.612$ eV. The width is $W=5.14$ nm and the interface field is $2\phi/(eW)=2.38$ MV/cm. With $\kappa_0=1.747$ nm$^{-1}$,
\begin{equation}
S=1.747\times5.137=8.97,\qquad
E_{00}=\frac{0.6122\ \text{eV}}{8.975}=0.0682\ \text{eV}.
\end{equation}
This $E_{00}$ equals $1.093\times10^{-13}$ erg, and the exponential is $1.27\times10^{-4}$.

At $E=1$ meV the matching factor is 0.488, and (\ref{threshold}) gives
\begin{equation}
T\simeq16.74\sqrt{\frac{0.001}{0.0682}}\times0.488
\times1.265\times10^{-4}=1.25\times10^{-4}.
\end{equation}
Numerical integration gives $1.27\times10^{-4}$. The closeness to the bare exponential belongs to this energy: the prefactor happens to be near one at 1 meV, and it would be half as large at 0.25 meV. At $E=kT=0.0259$ eV, equation (\ref{above}) lowers the exponent to 7.925. The exponential is then $3.6\times10^{-4}$ and the numerical transmission $9.3\times10^{-4}$, so the prefactor is about 2.6.

With $\phi_b$, temperature, mass and permittivity held fixed, doping of $10^{19}$, $3\times10^{19}$ and $10^{20}$ cm$^{-3}$ gives exponentials of $4.3\times10^{-7}$, $1.3\times10^{-4}$ and $4.8\times10^{-3}$. The band bending itself rises from 0.577 to 0.665 eV, which offsets part of the gain from the larger $E_{00}$.

\section{How far the silicon number can be trusted}

The following estimates change one assumption at a time, for the light valleys at the bulk edge. They are not independent factors to be multiplied.

Mobile electrons spill into the edge of the layer. With their density $n(v)$, Poisson's equation becomes $v''=(4\pi e^2/\varepsilon)(N-n)$. Multiplying by $v'$ and integrating from the bulk gives
\begin{equation}
(v')^2=\frac{8\pi e^2}{\varepsilon}
\left[Nv-\int_0^v n(v_1)\,dv_1\right],\qquad
S=\frac{2}{\hbar}\int_0^\phi\frac{\sqrt{2mv}}{|v'|}\,dv .
\end{equation}
The electrons reduce $|v'|$ at every $v$ and so lengthen the barrier. At fixed $\phi$ the exponent rises to 10.8, and the exponential falls to 0.17 of its depletion value. The transmission falls by less, because the added length lies at low $v$ and the softer edge also changes the prefactor: on this barrier it drops to 0.31 of its depletion value at 1 meV, 0.43 at $kT$ and 0.58 at 0.06 eV.

The image energy $-e^2/(4\varepsilon x)$ acts the other way. It lowers the barrier top by 0.17 eV and the exponent to 8.05, raising the exponential 2.5 times. About a third of this change in the exponent comes from the unscreened tail, 6 meV at $x=W$, which the bulk electrons would screen; with the image energy shifted to vanish at $W$ the exponent is 8.36 and the factor 1.85. Nonparabolicity, taken as $\kappa^2=(2mv/\hbar^2)(1-\alpha v)$ with a rough $\alpha=0.5$ eV$^{-1}$, raises it 2.1 times. That value describes states above the edge and is only a guess inside the gap; $\alpha=0.89$ eV$^{-1}$, the inverse of the gap, would give 3.9.

The donors are also discrete. A cube of side $W$ holds about four. Let their number fluctuate by its square root, to about two or six. To first order $S\propto N^{-1/2}$ gives a spread $\delta S=S/(2\sqrt{4.07})=2.2$, but the fluctuation is too large for a linear estimate. Used in full at fixed $\phi$, the same scaling gives exponents of 12.6 and 7.3, so the exponential falls about 39 times or rises about five times. This is a local scaling estimate, not a calculation of current through a random potential.

The mass direction matters more than any of these. For the two valleys with $0.92\,m_0$ along the normal, at the same $\phi$ and $N$, the exponent is 19.8 and the exponential $2.65\times10^{-9}$. The light valleys therefore dominate this estimate, provided the metal supplies states with their transverse momentum, a condition the one-dimensional model does not examine.

The high field does not imply breakdown here. The band bending is 0.51 eV smaller than the rough gap of 1.12 eV, so no valence state in the layer reaches the energy of the bulk conduction edge. Nor can an electron entering with little kinetic energy gain enough from the band bending to create a pair. Reverse bias can remove both protections.

Among the assumptions sized here, the smooth, fully depleted donor charge is the most strained: mobile electrons lower the exponential about six times, and donor fluctuations move it from about 39 times lower to five times higher. The value $10^{-4}$ is thus a rough guide to the local exponential at the bulk edge, uncertain by an order of magnitude or more. It is not the transmission, which vanishes there, and it does not set the current. In the depletion model the zero-bias conductance is proportional to $\int T(E)f(E)\,dE$, with $f$ the Fermi function. At 300 K the integrand peaks near 0.04 eV, under 2\% of the integral comes from below 5 meV, and the $f$-weighted mean of $T$ is $1.5\times10^{-3}$. Nor do the low local values imply a low average over a large contact: contributions from different spots add, and the equal-weight mean of the two donor-fluctuation factors is above two. Phonon-assisted tunnelling and gap narrowing have not been sized. The 0.012 eV that separates $\phi$ from $\phi_b$ is itself rough: an effective density of states of $3.2\times10^{19}$ cm$^{-3}$ would give 0.007 eV, and the exchange shift of the bulk electrons, of order 0.02 eV, is left out. Most of the computed values are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
doping N = 3.0e+19 cm^-3
relative permittivity = 11.7
barrier height phi_b = 0.60 eV
light, heavy normal mass = 0.19, 0.92 m0
metal mass, band depth = 1.0 m0, 5.0 eV
temperature = 300 K, kT = 0.0259 eV
effective density of states = 2.744e+19 cm^-3
Fermi level above bulk edge = 0.0122 eV
band bending phi = 0.6122 eV
depletion width W = 5.137 nm
interface field = 2.383 MV/cm
decay constant at interface = 1.747 nm^-1
E00 = 0.06821 eV = 1.0928e-13 erg
lowest level of full parabola = 0.06821 eV
plasma quantum 2*E00 = 0.13641 eV
E00/kT = 2.638
exponent phi/E00 = 8.975
exp(-phi/E00) = 1.265e-04
exp(-phi_b/E00), wrong phi = 1.512e-04
N=1e+19 cm^-3: phi=0.577 eV, E00=0.0394 eV, exp=4.31e-07
N=3e+19 cm^-3: phi=0.612 eV, E00=0.0682 eV, exp=1.27e-04
N=1e+20 cm^-3: phi=0.665 eV, E00=0.1245 eV, exp=4.79e-03
threshold constant 4*Gamma(1/4)^2/pi = 16.7368
matching factor at 1 meV = 0.4882
T at 1 meV, numerical = 1.270e-04
T at 1 meV, threshold law = 1.252e-04
T at kT, numerical = 9.325e-04
exp(-S) at kT = 3.615e-04
phi/E00=10: numerical T / threshold law = 1.0032
phi/E00=20: numerical T / threshold law = 1.0110
phi/E00=40: numerical T / threshold law = 1.0094
phi/E00=80: numerical T / threshold law = 1.0060
decay slope -dlnT/d(phi/E00), 40 to 80 = 1.0053
T(4E)/T(E) near the edge = 2.00001
image-force lowering of the top = 0.168 eV
exponent with image force = 8.047
factor on exp(-S) from image force = 2.53
exponent with electron tail = 10.768
factor from electron tail = 0.167
nonparabolicity alpha (rough) = 0.5 eV^-1
exponent with nonparabolicity = 8.249
factor from nonparabolicity = 2.07
heavy valleys: E00 = 0.03100 eV
heavy valleys: exponent = 19.750
heavy valleys: exp(-phi/E00) = 2.65e-09
exponent at Fermi level = 8.414
exponent at E = kT = 7.925
mean dopant spacing = 3.22 nm
dopants in a cube of side W = 4.07
exponent spread from dopant number = +/- 2.23
gap (rough) = 1.12 eV, gap minus phi = 0.508 eV
\end{verbatim}
